\section*{Lloyd's impact-damage lifetime from Schottky supply and lucky free flights}

A lifetime calculation for an interlayer dielectric has to choose the function of field that carries breakdown times from high-field stress down to a lower operating field. In the example worked below, three simple choices that agree in value and slope at the stress field give low-field lifetimes from about one year to thirty thousand years. Lloyd's impact-damage law makes the choice from a mechanism: electrons are supplied over a field-lowered barrier, and a few of them gain enough energy between collisions to break a bond. The supply puts a square root of the field into the logarithm of the lifetime, and the energy gain puts in an inverse field.

Let $F>0$ be the magnitude of the uniform field, $e>0$ the elementary charge, $T$ the temperature and $k$ Boltzmann's constant. Energies are in eV, lengths in nm and fields in V/nm, which suit this problem better than atomic units; a field of $1\,$V/nm exerts a force of $1\,$eV/nm on an electron. The field, the temperature and the current are constant during the stress, and trapped charge is neglected.

An electron at distance $x$ from the metal surface is attracted by its image at distance $2x$, with force $e^2/[4\pi\varepsilon_0\varepsilon_r(2x)^2]$. The permittivity $\varepsilon_r$ is the fast one, since the electron passes the barrier quickly. Integrating the force from $x$ to infinity gives the image energy $-K/x$ with
\begin{equation}
K=\frac{e^2}{16\pi\varepsilon_0\varepsilon_r}.
\end{equation}
With energies counted from the metal's Fermi level and $\phi$ the barrier without field or image force, the potential energy is
\begin{equation}
V(x)=\phi-\frac{K}{x}-eFx .
\end{equation}
Its derivative $K/x^2-eF$ vanishes at
\begin{equation}
x_m=\sqrt{\frac{K}{eF}} .
\end{equation}
This is a maximum, because $V''=-2K/x^3<0$. At $x_m$ the terms $K/x$ and $eFx$ both equal $\sqrt{KeF}$, so that
\begin{equation}
V(x_m)=\phi-2\sqrt{KeF}=\phi-\beta\sqrt F,
\qquad
\beta=\sqrt{\frac{e^3}{4\pi\varepsilon_0\varepsilon_r}} .
\end{equation}
The factor 2, taken inside the root, becomes 4 and turns $16\pi$ into $4\pi$.

For the supply, assume that every electron moving outward with normal energy above the top is emitted and that none is emitted below it. Take the free-electron mass $m$, and let $\mu$ be the Fermi energy measured from the bottom of the metal's band. With two spin states per wavevector, the number flux is
\begin{equation}
\Phi=\frac{2}{(2\pi)^3}\int d^3k\; v_x f .
\end{equation}
Write the energy as $\epsilon_x+\epsilon_t$, its normal and transverse parts. Then $v_x\,dk_x=d\epsilon_x/\hbar$, and the transverse area element is $2\pi k_t\,dk_t=(2\pi m/\hbar^2)\,d\epsilon_t$. The top lies many $kT$ above the Fermi level, so the occupation $f$ reduces to a Boltzmann factor:
\begin{align}
\Phi&=\frac{m}{2\pi^2\hbar^3}
\int_{\mu+V(x_m)}^\infty d\epsilon_x\int_0^\infty d\epsilon_t\;
e^{-(\epsilon_x+\epsilon_t-\mu)/kT}\nonumber\\
&=CT^2\exp\!\left[-\frac{\phi-\beta\sqrt F}{kT}\right],
\qquad C=\frac{mk^2}{2\pi^2\hbar^3}.
\label{flux}
\end{align}
Each energy integral contributes one factor $kT$. The electric current density is $e\Phi$.

Inside the dielectric the electrons are taken to move forward along the force. Collisions occur independently with probability $dx/\lambda$ in each length $dx$, and each collision removes all the energy gained since the last one. The mean free path $\lambda$ does not depend on field. To reach the damage energy $E_{\mathrm{th}}$ from rest, an electron must travel
\begin{equation}
d=\frac{E_{\mathrm{th}}}{eF}
\end{equation}
without a collision. Free paths have the density $e^{-\ell/\lambda}/\lambda$, so the probability that one flight is long enough is
\begin{equation}
P=\int_d^\infty \frac{d\ell}{\lambda}\,e^{-\ell/\lambda}
=e^{-d/\lambda}
=\exp\!\left[-\frac{E_{\mathrm{th}}}{e\lambda F}\right].
\label{chance}
\end{equation}

This is a probability per free flight, not yet a damage rate. Consider a point at depth $x>d$. An electron collides in the next $dx$ with probability $dx/\lambda$, and the collision is energetic if there was none in the preceding length $d$. The two intervals do not overlap, so their probabilities multiply, and the density of energetic collisions per electron is
\begin{equation}
g(x)=\begin{cases}0,&x<d,\\[2pt] P/\lambda,&x>d.\end{cases}
\label{density}
\end{equation}
Near the contact the field has not yet done enough work, whatever the free path. This counting starts the electron at rest in a uniform field and ignores the image force close to the metal. The correction fades with depth beyond $d$: at the low field of the example below, it lowers the chance of an energetic flight by about 15 per cent at $5\,$nm beyond $d$ and by about 6 per cent at $10\,$nm. For an electron starting at rest at the barrier top it also moves the onset from $40\,$nm to about $43.5\,$nm.

Let an energetic collision break a bond with a small constant probability $p$, and let failure occur when the local defect density $n$ reaches $N_c$. While the broken bonds are few and do not alter the current,
\begin{equation}
\frac{dn}{dt}=\frac{p\,\Phi P}{\lambda}.
\end{equation}
The right side is constant in time, so the lifetime is $N_c$ divided by it:
\begin{equation}
t=\frac{N_c\lambda}{p\,\Phi P}
=\frac{N_c\lambda}{p\,CT^2}
\exp\!\left[\frac{\phi-\beta\sqrt F}{kT}\right]
\exp\!\left[\frac{E_{\mathrm{th}}}{e\lambda F}\right].
\label{life}
\end{equation}
With
\begin{equation}
\gamma=\frac{\beta}{kT},\qquad a=\frac{E_{\mathrm{th}}}{e\lambda},
\end{equation}
the field dependence at fixed temperature is
\begin{equation}
\ln t=\text{const}-\gamma\sqrt F+\frac aF .
\label{law}
\end{equation}
Supply and damage probability both stand in the denominator of the lifetime, which reverses the signs of their exponents. Both terms shorten the life as the field rises.

The threshold and the mean free path enter $a$ only as a ratio, so the shape of $\ln t$ against $F$ cannot separate them. They act separately in $d$. If the film has thickness $L$, no electron can gain $E_{\mathrm{th}}$ from the field unless
\begin{equation}
eFL>E_{\mathrm{th}} .
\label{bias}
\end{equation}
Below this bias the mechanism stops, while equation~\eqref{life} still returns a finite time. The failing site must itself lie deeper than $d$.

The failure criterion matters too. If failure required a given total number of broken bonds per area, the relevant quantity would be the integral of equation~\eqref{density},
\begin{equation}
\int_0^L g\,dx=\frac{L-d}{\lambda}\,P ,\qquad L>d,
\label{total}
\end{equation}
and the lifetime would carry an additional field-dependent factor $1/(L-d)$. The pure form~\eqref{law} belongs to the local criterion, or to films with $L\gg d$.

A product of measurable quantities isolates the second exponential. From the first form in equation~\eqref{life},
\begin{equation}
t\,\Phi=\frac{N_c\lambda}{p}\,e^{a/F}.
\label{product}
\end{equation}
The left side is the number of electrons per area that pass before failure. Its logarithm is linear in $1/F$ with slope $a$, whatever mechanism supplies the electrons, provided that the measured current consists of electrons that traverse the film as assumed here.

The field acceleration is the negative slope of equation~\eqref{law},
\begin{equation}
-\frac{d\ln t}{dF}=\frac{\gamma}{2\sqrt F}+\frac{a}{F^2}.
\label{acc}
\end{equation}
The second part divided by the first is $2a/(\gamma F^{3/2})$. It equals one at
\begin{equation}
F_\times=\left(\frac{2a}{\gamma}\right)^{2/3},
\label{cross}
\end{equation}
and in general it is $(F_\times/F)^{3/2}$. Below $F_\times$ the damage probability controls the slope; above it the supply does. The crossover refers to slopes, not to the sizes of the two exponents.

Suppose now that value and slope are known at a stress field $F_s$ and a lifetime is wanted at a lower field $F_u$. With $s=\sqrt F$ as variable, $\ln t=\text{const}-\gamma s+a/s^2$, and
\begin{equation}
\frac{d^2\ln t}{ds^2}=\frac{6a}{s^4}>0 .
\end{equation}
The curve is convex and lies above its tangent, so a pure root law predicts too short a life. With $u=1/F$, $\ln t=\text{const}-\gamma u^{-1/2}+au$, and
\begin{equation}
\frac{d^2\ln t}{du^2}=-\frac34\,\gamma\,u^{-5/2}<0 .
\end{equation}
The curve is concave and lies below its tangent, so a pure inverse-field law predicts too long a life. A law linear in $F$ is shorter still than the root law: the fitted root law, a constant minus a positive multiple of $\sqrt F$, is convex in $F$, and the linear law is its tangent at $F_s$. The three predictions for $\ln[t(F_u)/t(F_s)]$ are
\begin{align}
\text{linear:}\quad&
\left(\frac{\gamma}{2\sqrt{F_s}}+\frac{a}{F_s^2}\right)(F_s-F_u),\label{lin}\\
\text{root:}\quad&
\left(\gamma+\frac{2a}{F_s^{3/2}}\right)\left(\sqrt{F_s}-\sqrt{F_u}\right),\label{root}\\
\text{inverse:}\quad&
\left(a+\frac{\gamma F_s^{3/2}}{2}\right)\left(\frac1{F_u}-\frac1{F_s}\right).\label{inv}
\end{align}
The brackets are the slopes of $\ln t$ in the variables $F$, $\sqrt F$ and $1/F$, with signs chosen to make them positive. The combined law lies between the root and inverse predictions as long as condition~\eqref{bias} holds at $F_u$. Below that bias this mechanism causes no failure, and the inverse prediction is no upper limit.

Take a model dielectric with $\varepsilon_r=2.25$, $\phi=1.2\,$eV, $E_{\mathrm{th}}=2\,$eV, $\lambda=4\,$nm, $L=100\,$nm, $N_c=0.01\,\mathrm{nm^{-3}}$ and $p=10^{-6}$, at $T=400\,$K. These are round parameters and describe no particular material. They give $kT=0.03447\,$eV, $\beta=0.800\,\mathrm{eV\,(V/nm)^{-1/2}}$ and
\begin{equation}
\gamma=\frac{0.800}{0.03447}=23.2\,\mathrm{(V/nm)^{-1/2}},\qquad
a=\frac{2}{4}=0.5\,\mathrm{V/nm}.
\end{equation}

At the stress field $0.15\,$V/nm the barrier is lowered by $0.310\,$eV and the flux is $7.305\,\mathrm{nm^{-2}\,s^{-1}}$, or $1.17\,\mathrm{A/m^2}$. The flight needed is $d=2/0.15=13.3\,$nm, and $P=e^{-3.333}=0.03567$. Hence
\begin{equation}
t=\frac{0.01\times4}{10^{-6}\times7.305\times0.03567}\,\mathrm s
=1.54\times10^5\,\mathrm s ,
\end{equation}
a little under two days. At $0.05\,$V/nm the flux is $0.1636\,\mathrm{nm^{-2}\,s^{-1}}$, the flight needed is $40\,$nm and $P=e^{-10}=4.54\times10^{-5}$, so
\begin{equation}
t=\frac{0.01\times4}{10^{-6}\times0.1636\times4.54\times10^{-5}}\,\mathrm s
=5.39\times10^9\,\mathrm s ,
\end{equation}
about 171 years. The logarithm of the ratio of the two lifetimes is
\begin{equation}
3.80+6.67=10.47 ,
\end{equation}
where the first term comes from the supply and the second from the damage probability. The ratio is $3.5\times10^4$.

The crossover field is $F_\times=(2\times0.5/23.2)^{2/3}=0.123\,$V/nm, between the two fields. At $0.15\,$V/nm the root and inverse parts of the acceleration are 30.0 and 22.2~nm/V; at $0.05\,$V/nm they are 51.9 and 200~nm/V. The acceleration measured under stress is therefore mostly due to supply, while at the low field it is mostly due to energy gain.

The tangents at $0.15\,$V/nm show what this does to an extrapolation. With $F_s^{3/2}=0.0581$ in the same units, equations~\eqref{lin} to \eqref{inv} give
\begin{align}
\text{linear:}\quad& 52.18\times0.10=5.22,\\
\text{root:}\quad& (23.2+17.2)\times0.1637=6.62,\\
\text{inverse:}\quad& (0.5+0.674)\times13.33=15.7 .
\end{align}
The corresponding lifetimes at $0.05\,$V/nm are $2.8\times10^7\,$s, $1.1\times10^8\,$s and $9.7\times10^{11}\,$s, against $5.4\times10^9\,$s from the combined law. The root law is too short by a factor of about 47 and the inverse law too long by a factor of about 180. Neither limiting law is adequate here. At the stress field both parts contribute substantially to the slope, and each limiting law carries the whole slope down with the field dependence of one part only.

The local criterion can be compared with a total count. From equation~\eqref{total}, the latter multiplies the lifetime ratio by $(100-13.3)/(100-40)=1.44$. This is small beside $3.5\times10^4$, but it grows without limit as $d$ approaches $L$. In this film that happens at $0.02\,$V/nm, where the bias is $2\,$V. A film of $20\,$nm at $0.05\,$V/nm carries only $1\,$V, and the model then allows no damage by this path, although equation~\eqref{life} would still give 171 years.

The numerical output also contains lifetimes obtained without the closed formula. For these the barrier was maximized numerically, the flux was summed over metal states in wavevector space, and energetic collisions were counted in randomly generated free flights in the far half of the film. The test required agreement within the counting noise, with a margin of several standard deviations. At $0.05\,$V/nm, where energetic flights are rarest, the result is $5.32\times10^9\,$s, about one per cent below the formula. The simulation shares the assumptions about collisions, so it checks the counting and not the physics of scattering.

Temperature offers a separate handle on the supply term. At fixed field, put $b=1/kT$. The factor $T^{-2}$ in equation~\eqref{life} is proportional to $b^2$, so the apparent activation energy is
\begin{equation}
E_a=\frac{d\ln t}{db}=\frac{d}{db}\left[2\ln b+b(\phi-\beta\sqrt F)\right]
=\phi-\beta\sqrt F+2kT .
\end{equation}
It falls from $1.09\,$eV at $0.05\,$V/nm to $0.96\,$eV at $0.15\,$V/nm. These values assume purely thermal emission; the tunnelling discussed below lowers $E_a$ by about $0.01\,$eV at the low field and by roughly $0.05\,$eV at the stress field. The formula also requires that $\phi$, $E_{\mathrm{th}}$, $\lambda$, $p$ and $N_c$ do not depend on temperature. If $\lambda$ does, its appearance in the prefactor and in $a/F$ adds $(1-a/F)\,d\ln\lambda/db$. At $0.05\,$V/nm, where $a/F=10$, the factor in front of the derivative is $-9$, so a temperature dependence of $\lambda$ enters $E_a$ strongly amplified.

The assumption of purely thermal emission sets an upper limit on the field. Near its top the barrier is an inverted parabola of curvature
\begin{equation}
|V''(x_m)|=\frac{2K}{x_m^3}=\frac{2(eF)^{3/2}}{\sqrt K},
\qquad \omega=\sqrt{\frac{|V''(x_m)|}{m}} .
\end{equation}
An inverted parabola transmits an electron whose normal energy lies $ykT$ above the top with probability $1/(1+e^{-y/q})$, where $q=\hbar\omega/(2\pi kT)$. The thermal supply is weighted by $e^{-y}$, and its classical part, $y>0$ with full transmission, integrates to one. The supply is thus multiplied by
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-y/q}}
=q\int_0^\infty\frac{z^{q-1}}{1+z}\,dz
=\frac{\pi q}{\sin\pi q},\qquad 0<q<1,
\end{equation}
with $z=e^{-y/q}$, hence $e^{-y}=z^q$ and $dy=-q\,dz/z$; the last integral is the standard one with value $\pi/\sin\pi q$. In the example $q$ is 0.301 at the low field and 0.687 at the stress field, and the parabolic factors are 1.17 and 2.59. The image barrier is wider below its top than the parabola, so the second factor is an overestimate; reflection at the steep metal side of the barrier is also left out. Electrons above the top contribute at most one to each factor, so in the parabolic estimate more than half of those emitted at the stress field already tunnel. Since $\omega\propto F^{3/4}$, $q$ reaches one at $0.15\times(1/0.687)^{4/3}\approx0.25\,$V/nm. There the parabolic factor diverges, because it is dominated by electrons far below the top, where the parabola no longer describes the barrier. The true factor stays finite, but by then the large majority of the emitted electrons tunnel. At that field the inverse part of the acceleration is still $(0.123/0.25)^{3/2}\approx0.35$ of the root part. For these parameters the pure root law is therefore not reached before thermal emission fails as a description of the supply. These values of $q$ use the free-electron mass, although the barrier lies in the dielectric. A lighter tunnelling mass raises $q$ as $m^{-1/2}$: with half the free mass, $q$ is 0.97 at the stress field and reaches one at $0.16\,$V/nm.

Electrons may also scatter before they reach the barrier maximum. A rough estimate of the fraction that does not is $e^{-x_m/\lambda}$, which is 0.64 at the low field and 0.77 at the stress field. With these estimates, the two omitted effects together multiply the lifetime ratio by
\begin{equation}
\frac{2.592\times0.772}{1.167\times0.639}\approx2.7 ,
\end{equation}
raising it from $3.5\times10^4$ to about $9\times10^4$. Since the tunnelling factor at the stress field is an overestimate, this shows only how large the change might be. The semiclassical action of the image barrier itself gives supply factors 1.15 and 2.23 and a combined factor of about 2.3, and reflection at the metal side can reduce it further. In these estimates both effects grow with field in the supply, so a fit of equation~\eqref{law} to data would absorb part of them into $\gamma$ and $a$. Equation~\eqref{product} avoids this, because it uses the current that actually flows. In the example $t\Phi$ is $8.8\times10^8\,\mathrm{nm^{-2}}$ at $0.05\,$V/nm and $1.12\times10^6\,\mathrm{nm^{-2}}$ at $0.15\,$V/nm. The logarithm of their ratio, 6.67, divided by the difference $13.33\,$nm/V in $1/F$, returns $a=0.50\,$V/nm. This is for the local criterion; under the total count of equation~\eqref{total} the factor 1.44 adds $\ln 1.44/13.33=0.03$, and the slope would be $0.53\,$V/nm. When the current recorded during stress is carried by electrons that cross the film as assumed here, $a$ is better taken from this product than from the lifetime alone.

\section*{Values computed for the example and the checks}
\begin{verbatim}
relative permittivity: 2.25
barrier phi: 1.2 eV; threshold Eth: 2.0 eV
mean free path: 4.0 nm; thickness: 100.0 nm
temperature: 400.0 K; kT: 0.03447 eV
critical density: 0.01 nm^-3; bond-breaking chance: 1.0e-06
image constant K: 0.1600 eV nm
beta: 0.8000 eV (V/nm)^(-1/2)
gamma: 23.209 (V/nm)^(-1/2)
a = Eth/(e lambda): 0.500 V/nm
lowest field allowing damage: 0.020 V/nm
Rows below: values at the three fields in order
field (V/nm): 0.05, 0.1, 0.15
bias across film (V): 5, 10, 15
barrier maximum position (nm): 1.789, 1.265, 1.033
barrier lowering (eV): 0.1789, 0.253, 0.3098
carrier flux (nm^-2 s^-1): 0.1636, 1.404, 7.305
current density (A/m^2): 0.02621, 0.2249, 1.17
threshold distance d (nm): 40, 20, 13.33
exponent a/F: 10, 5, 3.333
chance P per free flight: 4.54e-05, 0.006738, 0.03567
damaging collisions per carrier, formula: 0.000681, 0.1348, 0.7729
damaging collisions per carrier, simulated: 0.0007, 0.1344, 0.7728
lifetime, formula (s): 5.386e+09, 4.229e+06, 1.535e+05
lifetime, simulated flights (s): 5.32e+09, 4.25e+06, 1.54e+05
lifetime, formula (years): 170.7, 0.134, 0.004864
acceleration, root part (nm/V): 51.9, 36.7, 29.96
acceleration, inverse part (nm/V): 200, 50, 22.22
acceleration, total (nm/V): 251.9, 86.7, 52.18
apparent activation energy (eV): 1.09, 1.016, 0.9591
tunnelling parameter q: 0.301, 0.507, 0.687
tunnelling factor on supply: 1.167, 1.593, 2.592
chance to reach maximum unscattered: 0.639, 0.729, 0.772
crossover field: 0.1229 V/nm
Lifetime ratio, lowest field to highest field:
combined law: ln = 10.466, ratio = 3.509e+04
 part from supply: ln = 3.799
 part from damage chance: ln = 6.667
linear-F tangent: ln = 5.218, ratio = 1.846e+02, lifetime = 2.834e+07 s
root-F tangent: ln = 6.617, ratio = 7.475e+02, lifetime = 1.147e+08 s
inverse-F tangent: ln = 15.655, ratio = 6.296e+06, lifetime = 9.663e+11 s
factor on ratio from omitted supply effects: 2.68
\end{verbatim}
